Exponential Convergence of Brillouin-Zone Sums for a Gapped Monolayer

## 1. From the energy gap to an exponential bound

A uniform N × N grid of wavevectors is carried into itself by the translations b1/N and b2/N, where b1 and b2 are the primitive reciprocal vectors. Under the first translation a plane wave exp(ik·R), with R = m1 a1 + m2 a2, is multiplied by exp(2πi m1/N); under the second, by exp(2πi m2/N). The mean of the plane wave over the grid cannot change when the grid is mapped into itself. It must therefore vanish unless both factors equal 1, that is, unless m1 and m2 are multiples of N. The grid error of a periodic function thus contains the Fourier coefficients at the nonzero vectors of a lattice N times coarser than the crystal, and no others.

Dimensional analysis adds the scale. If the coefficients of the band energy decay over a length ξ, the shortest vector of the coarse lattice, Na, enters through the pure number Na/ξ. In a model with lattice constant a, gap g and one hopping energy t, the length must have the form ξ = a F(g/t). The expected error is an energy times exp(−Na/ξ), possibly with a power of N. Symmetry and dimensions do not show that the decay is exponential, nor do they give F. The first follows from analyticity, which the gap protects; the second requires a model.

### Conventions and assumptions

Let ai·bj = 2πδij and θi = k·ai. A vector m = (m1, m2) has integer components, m·θ = m1θ1 + m2θ2, and R_m = m1 a1 + m2 a2. The Bloch matrix is written with lattice-vector phases, so that it is periodic in both θ1 and θ2:

H(θ) = Σ_m H_m e^{im·θ}, with H_{−m} = H_m†. (1)

The matrices H_m have finite range, or decay fast enough that Σ_m ‖H_m‖ e^{η̄|m|₁} converges for some η̄ > 0. Here |m|₁ = |m1| + |m2| and ‖·‖ is the operator norm. At every real θ the lowest p bands are filled, and the next band lies at least g > 0 above them. This is a condition on the direct gap at each wavevector. The matrix H is held fixed as the grid changes; a self-consistent calculation, in which the density and hence H respond to the grid, is outside the proof.

The quantity to be averaged is the sum of the occupied energies, with its Fourier coefficients:

E(θ) = Σ_{j=1}^{p} ε_j(θ), c_m = ∫ d²θ/(2π)² E(θ) e^{−im·θ}. (2)

The integral runs over one period in each phase. The energy sought is c_0, per unit cell and per spin.

The other coefficients also have a physical meaning. If P(θ) = Σ_m P_m e^{im·θ} projects on the occupied bands, then E = Tr(PH). Multiplying the two Fourier series gives

c_m = Σ_l Tr(P_{m−l} H_l). (3)

For short-ranged H, a coefficient at a distant R_m is built from elements of the one-electron density matrix between distant cells. Its decay expresses how weakly an insulator's electrons connect such cells.

### The grid error

The grid with offset s = (s1, s2), measured in grid steps, is θi = 2π(ji + si)/N, with ji = 0, …, N−1. Its mean is S_N(s). For one plane wave the double sum factorizes, and each factor is

(1/N) Σ_j e^{2πi mi(j+si)/N} = e^{2πi mi si/N} (1/N) Σ_j (e^{2πi mi/N})^j. (4)

If mi is a multiple of N, every term of the last sum is 1. Otherwise the geometric sum is (e^{2πi mi} − 1)/(e^{2πi mi/N} − 1) = 0. Writing the surviving vectors as m = Nn and subtracting the n = 0 term gives

S_N(s) − c_0 = Σ_{n≠0} c_{Nn} e^{2πi n·s}. (5)

Summing the Fourier series term by term requires absolute convergence, which (11) below supplies.

The grid phases are those of Bloch states on an N × N block of cells closed on itself with boundary twists 2πs1 and 2πs2. Equation (5) says that such a finite block misrepresents the infinite sheet through paths that wind around it. An insulator suppresses those paths.

Integrating |S_N(s) − c_0|² over all offsets removes the cross terms in (5), because different phases e^{2πi n·s} are orthogonal. Therefore

max_{n≠0} |c_{Nn}| ≤ [∫d²s |S_N(s) − c_0|²]^{1/2} ≤ max_s |S_N(s) − c_0| ≤ Σ_{n≠0} |c_{Nn}|. (6)

The left inequality holds because one term of a sum of squares cannot exceed the whole. This is the sense in which the coefficients set the rate. For the worst offset the error is no smaller than the largest surviving coefficient and no larger than the sum of their magnitudes. A particular offset may do better through cancellation.

### Why the gap makes the occupied sum analytic

Fix a real θ0. Draw a counterclockwise rectangle Γ around the p occupied eigenvalues. Its right side crosses the real axis midway between the highest occupied and the lowest empty eigenvalue at θ0. Its left side lies g/2 below the lowest eigenvalue, and its horizontal sides have imaginary parts ±g/2. Every point of Γ is then at least g/2 from the spectrum. In the eigenbasis, Tr(z−H)^{-1} = Σ_j 1/(z−ε_j), so the residue theorem gives

E(θ) = (1/2πi) ∮_Γ z Tr[z − H(θ)]^{-1} dz (7)

at θ = θ0. The same contour serves for nearby real θ, since no eigenvalue reaches it under a small enough change.

Now give the phases imaginary parts κ = (κ1, κ2), with |κi| ≤ η < η̄. The change of the matrix is

V = H(θ0+iκ) − H(θ0) = Σ_m H_m e^{im·θ0}(e^{−m·κ} − 1).

Since |e^{−y} − 1| ≤ e^{|y|} − 1 for real y, and |m·κ| ≤ η|m|₁,

‖V‖ ≤ w(η), w(η) = Σ_m ‖H_m‖ (e^{η|m|₁} − 1). (8)

On Γ the resolvent of the Hermitian matrix H(θ0) has norm at most 2/g, the inverse of the smallest distance to the spectrum. Write

z − H(θ0+iκ) = [z − H(θ0)] {1 − [z − H(θ0)]^{-1} V}.

The term subtracted from 1 has norm at most 2w(η)/g. Its geometric series converges, and the inverse exists everywhere on Γ, provided that

w(η) < g/2. (9)

By continuity the inverse also exists when the real part of θ moves slightly away from θ0. The integrand of (7) is then analytic in θ on a fixed, finite contour, so the integral is an analytic function of θ there.

This construction is local, because Γ depends on θ0. Two overlapping local functions agree on the real θ they share, where both equal the occupied sum. The overlap is a convex set containing an open piece of the real plane, so the identity theorem makes them agree throughout it. They join into one analytic function E on the strip |Im θi| ≤ η. It is periodic there, because E(θ1+2π, θ2) − E(θ1, θ2) vanishes at real θ and hence throughout the strip; the same holds for θ2.

Nothing was assumed about gaps inside the occupied set. Suppose two occupied bands cross on a line where a smooth function d(θ) changes sign, with energies e + d and e − d. Sorted by energy, the lower band is e − |d|, which has a kink. The sum is 2e, in which the kink is absent. The theorem therefore concerns the whole filled group and says nothing about a single sorted band within it.

### From the strip to the error bound

Let F(θ) = E(θ)e^{−im·θ}, and displace the integration domain by iλκ. The derivative of the integral with respect to λ is

d/dλ ∫ F(θ+iλκ) d²θ = i Σ_i κi ∫ ∂F/∂θi d²θ = 0, (10)

because the integral of a derivative over a full period of a periodic function vanishes. The displaced integral thus still gives c_m. The exponential contributes e^{−im·(θ+iκ)} = e^{−im·θ} e^{m·κ}. Choosing κi = −η when mi > 0 and κi = +η when mi < 0 makes m·κ = −η|m|₁. With M the largest |E| in the closed strip,

|c_m| ≤ M e^{−η|m|₁}. (11)

Put q = e^{−Nη}. Inserting (11) in (5) leaves a product of two one-dimensional sums, each equal to 1 + 2q/(1−q) = (1+q)/(1−q), from which the n = 0 term is removed:

|S_N(s) − c_0| ≤ M {[(1+q)/(1−q)]² − 1} = 4Mq/(1−q)². (12)

The last step uses (1+q)² − (1−q)² = 4q. This proves exponential convergence for every offset. For large N the bound approaches 4M e^{−ηN}.

The rate may also be stated by distance. If |c_m| ≤ C e^{−|R_m|/ξ} and a0 is the length of the shortest nonzero lattice vector, then N|R_n| ≥ (N−1)a0 + |R_n| for every n ≠ 0. Hence

|S_N − c_0| ≤ C e^{−(N−1)a0/ξ} Σ_{n≠0} e^{−|R_n|/ξ}. (13)

The remaining sum is a finite constant independent of N, so each added grid division reduces the bound by the factor e^{−a0/ξ}.

For a small gap, expanding (8) gives w(η) ≈ ηW with W = Σ_m ‖H_m‖ |m|₁. Condition (9) then guarantees a strip of half-width close to g/(2W). At fixed W, the grid size that this argument certifies for a given error grows as 1/g, apart from logarithms. As g tends to zero the guarantee disappears.

### A massive honeycomb lattice

Take one orbital on each of the two sublattices of a honeycomb, with energies +Δ and −Δ, and let t > 0 be the hopping amplitude to the three nearest neighbours. The primitive vectors have length a and enclose 60°. Then

H = [[Δ, t f], [t f̄, −Δ]], f = 1 + e^{−iθ1} + e^{−iθ2}, f̄ = 1 + e^{iθ1} + e^{iθ2}. (14)

Writing f̄ as a separate function, and not as a complex conjugate, keeps H analytic at complex phases. The trace is zero and the determinant is −(Δ² + t² f f̄), so the eigenvalues are ±√D. Multiplying out f f̄ gives

D = Δ² + t²[3 + 2cos θ1 + 2cos θ2 + 2cos(θ1−θ2)], E = −√D. (15)

At θ = (2π/3, −2π/3) the three terms of f are the cube roots of unity and add to zero. There D is smallest on the real plane, and the gap is g = 2Δ.

Four matrices H_m with |m|₁ = 1 contain one hopping each and have norm t. Hence w(η) = 4t(e^η − 1), and setting it equal to g/2 = Δ gives η = ln(1 + Δ/4t). The general condition (9) is strict, but this value may be used here. V has entries in its two off-diagonal corners alone, each at most 2t(e^η − 1) = Δ/2 in size, so ‖V‖ ≤ Δ/2 < g/2. In the strip |f| and |f̄| are at most 1 + 2e^η, which allows M = [Δ² + t²(1+2e^η)²]^{1/2}.

For Δ = 0.8 eV and t = 1.4 eV, η = ln(1 + 0.8/5.6) = 0.134 and M = 4.67 eV. At N = 24, (12) limits the error to 0.82 eV. The computed error of the grid centred on k = 0 is −1.3 × 10⁻⁷ meV. The bound proves convergence from the gap and the hopping sizes, but it is no estimate of the error, since it treats all phases and directions at their worst.

Equation (5) is sharper. For N = 7 and s = (0.13, 0.37), direct diagonalization on the grid gives an error of −0.010375 meV. Summing the coefficients at multiples of 7, obtained from a separate 96 × 96 grid, gives the same value to the digits shown. Since 7 does not divide 96, this agreement is not built into the discrete transform.

## 2. The sharp rate and its size in a model monolayer

The phases are θi = k·ai, the lattice constant is a, and R_m = m1 a1 + m2 a2. The half gap is Δ, the hopping is t, and δ = Δ/t. The occupied energy of the massive honeycomb is E = −√D with D from (15), and c_m are its Fourier coefficients. The first half established the error formula (5), S_N(s) − c_0 = Σ_{n≠0} c_{Nn}e^{2πi n·s}, and the rule (10) that the integral for c_m is unchanged when its domain moves through complex phases where E stays analytic and periodic. The remaining task is to find how far it can move.

### The nearest complex zero of D

Give k an imaginary part along a1. Because a1·a2 = a²/2, the imaginary parts of the phases obey κ2 = κ1/2, and φ = θ2 − θ1/2 stays real. Let x = cos(θ1/2). Then 2cos θ1 = 4x² − 2, while

2cos θ2 + 2cos(θ1−θ2) = 2cos(θ1/2+φ) + 2cos(θ1/2−φ) = 4x cos φ.

Equation (15) becomes

D/t² = δ² + 1 + 4x² + 4x cos φ. (16)

Its zeros are x = [−cos φ ± i√(1+δ²−cos²φ)]/2. They all satisfy |x|² = (1+δ²)/4.

Let y = |κ1|/2. The identity |cos(p+iy) ± 1| = cosh y ± cos p gives 2cosh y = |x+1| + |x−1|. Squaring,

4cosh²y = 2|x|² + 2 + 2|x²−1|, |x²−1|² = |x|⁴ + 1 + 2|x|² − 4(Re x)². (17)

At fixed |x| the smallest y belongs to the largest |Re x| = |cos φ|/2, so cos φ = ±1. The nearest zeros have x = (±1 ± iδ)/2, with independent signs. For these |x²−1| = √[(1+δ²)(9+δ²)]/4. Let γ = 2y at these points. Using cosh γ = 2cosh²(γ/2) − 1,

cosh γ = {1 + δ² + √[(1+δ²)(9+δ²)]}/4, γ = 2|Im arccos((−1+iδ)/2)|. (18)

For |κ1| < γ in this direction D has no zero. The square root can then be continued from the real plane without changing branch around a period, and E remains analytic and periodic.

Two limits show what γ means. For small δ the square root in (18) is 3 + 5δ²/3 to second order, so cosh γ ≈ 1 + 2δ²/3 and

γ ≈ 2δ/√3 = aΔ/(ħv), ħv = √3 at/2. (19)

The velocity follows by expanding f about its zero. With p the displacement of k and ϑi = p·ai, one finds |f|² ≈ ϑ1² + ϑ2² − ϑ1ϑ2 = 3a²p²/4, hence D ≈ Δ² + (ħv p)². This vanishes at |Im p| = Δ/(ħv), the decay constant of a mid-gap evanescent state. For large δ, (18) gives e^γ ≈ δ², so e^{−γN} ≈ (t/Δ)^{2N}: advancing one lattice vector takes two hops, each suppressed by t/Δ.

### Why the six shortest vectors dominate

The three cosines in (15) involve k·a1, k·a2 and k·(a1−a2). A 60° rotation permutes these up to sign, so the domain may be displaced equally far in six directions. Choose γ′ < γ and an imaginary wavevector of length γ′/a along the direction nearest to R_m, with the sign that makes the integrand decay. The angle is at most 30°, and (10) gives

|c_m| ≤ M′ exp[−(√3/2)γ′|R_m|/a], (20)

where M′ is the largest |E| on the six displaced domains. For R_m along one of the six directions the factor √3/2 is replaced by 1. Beyond the first shell of lattice vectors |R_n| ≥ √3a, so the corresponding terms of (5) are bounded by a constant times e^{−1.5γ′N}.

By symmetry the six first-shell coefficients are equal. Their vectors are ±(1,0), ±(0,1) and ±(1,−1), which gives

S_N(s) − c_0 ≈ 2c_(N,0)[cos 2πs1 + cos 2πs2 + cos 2π(s1−s2)]. (21)

For a grid centred on k = 0 the right side is 6c_(N,0).

### The coefficient along a lattice vector

It remains to show that e^{−γN} is attained. For real θ1 the integral over θ2 can be taken over φ, since both cover one period:

c_(N,0) = (1/2π)∫dθ1 e^{−iNθ1} G(θ1), G = −(1/2π)∫dφ √(A + B cos φ), (22)

with A = Δ² + t²(1+4x²) and B = 4t²x. For N > 0 the exponential decreases when θ1 moves into the lower half-plane. By (17), G first becomes singular at Im θ1 = −γ, at two points per period. One is θ1 = 2u, where

cos u = (−1+iδ)/2, Im u < 0.

The other is its mirror image −2u*, up to a period. Since G is real and even on the real axis, the two contributions are complex conjugates.

Near 2u the trouble comes from φ = 0. Put ζ = A + B = Δ² + t²(1+2x)², b = −B/2 and σ = 2sin(φ/2). Then D = ζ + bσ² without approximation, and dφ = dσ[1 + O(σ²)]. The correction yields terms in ζ² ln ζ, which are smaller by one power of 1/N. For the leading integral I(ζ) = ∫_{−L}^{L} √(ζ+bσ²) dσ,

dI/dζ = (1/√b) arcsinh(L√(b/ζ)) = −ln ζ/(2√b) + (analytic in ζ). (23)

The second form uses arcsinh Y = ln(Y + √(Y²+1)). Integrating over ζ and multiplying by −1/2π,

G = ζ ln ζ/(4π√b) + less singular and analytic terms. (24)

At θ1 = 2u, 1 + 2x = iδ and b = −2t²x = t²(1−iδ), with the root √b of positive real part, continued from real θ1. Since dx/dθ1 = −(sin u)/2, dζ/dθ1 = 4t²(1+2x)dx/dθ1 = −2iδt² sin u. With v̂ = θ1 − 2u, the singular part is Q v̂ ln v̂, where

Q = −iΔ sin u/[2π√(1−iδ)]. (25)

Run the cut straight down, v̂ = −iY. The displaced contour comes up its left side and goes down its right side, and the logarithm on the left exceeds that on the right by 2πi. On the left, v̂ dv̂ = −Y dY with Y running from ∞ to 0. The two sides together give

Q(2πi)∫_0^∞ Y e^{−NY} dY = 2πiQ/N².

Ending the cut at a finite depth changes this by an exponentially smaller amount. Multiplying by e^{−2iNu}/2π and adding the conjugate contribution,

c_(N,0) ≈ (Δ/πN²) Re[sin u e^{−2iNu}/√(1−iδ)]. (26)

The magnitude of e^{−2iNu} is e^{−γN}. Also |sin u|² = |1−x²| = √[(1+δ²)(9+δ²)]/4, and division by |1−iδ| = √(1+δ²) leaves √(9+δ²)/4. The envelope of the error of a centred grid is therefore

6|c_(N,0)|_env = 3Δ(9+δ²)^{1/4} e^{−γN}/(πN²). (27)

This is a leading large-N law and not a bound. Coefficients computed to high precision differ from (26) by at most 3.9% of the envelope for N = 40–42 and 1.0% for N = 158–160, consistent with a relative correction of order 1/N.

### Worked example

Take a = 0.33 nm, a gap of 1.6 eV and t = 1.4 eV. Then δ = 0.8/1.4 = 0.571, δ² = 0.3265, and

cosh γ = [1.3265 + √(1.3265 × 9.3265)]/4 = 1.211, γ = 0.639.

The decay length is a/γ = 0.517 nm; the Dirac estimate ħv/Δ is 0.500 nm. Each added division multiplies the exponential by 0.528. The prefactor in (27) is 3(0.8 eV)(9.3265)^{1/4}/π = 1.335 eV. At N = 12 the envelope is (1.335 eV/144)e^{−7.664} = 4.35 × 10⁻³ meV.

Centred grids give, per cell and spin:

N = 3: error 23.0 meV, envelope 21.8 meV
N = 6: error 0.60 meV, envelope 0.80 meV
N = 12: error 1.78 × 10⁻³ meV, envelope 4.35 × 10⁻³ meV
N = 18: error 3.3 × 10⁻⁶ meV, envelope 4.2 × 10⁻⁵ meV
N = 24: error −1.3 × 10⁻⁷ meV, envelope 5.1 × 10⁻⁷ meV

The falling ratio and the change of sign come from the phase in (26). The real part of cos u = (−1+iδ)/2 gives cos(Re u) = −1/[2cosh(γ/2)] = −0.476, so 2Re u = 4.133. This is 0.056 below 4π/3. For N divisible by 3 the phase thus advances by 0.056 per division from its initial value, the argument of sin u/√(1−iδ), which is 0.425. It passes π/2 near N = 20.

From N = 6 onward, up to the largest grid examined, N = 40, the error stays below 1 meV; from N = 14 it stays below 0.001 meV. The grid spacings |b1|/N are 3.66 and 1.57 nm⁻¹. These sizes hold for centred grids and this Hamiltonian.

An offset can remove the first shell. With s1 = −s2 = s and C = cos 2πs, the bracket in (21) is 2C + 2C² − 1, which vanishes at C = (√3−1)/2, or s = 0.190. At N = 12 the error becomes −2.4 × 10⁻⁶ meV, about 730 times smaller in magnitude than for the centred grid.

### Where the exponential law fails

Add ±0.2 eV × ν(θ) to the valence sublattice for the two spins, where ν = 2[sin θ1 − sin θ2 − sin(θ1−θ2)]/(3√3) equals ±1 at the two gap minima. The occupied spin bands cross where ν = 0. On centred grids the mean of the lower sorted band still moves by 0.21 meV between N = 24 and 48. The preceding shift, from 12 to 24, is 4.01 times larger, as expected for a 1/N² error: the crossing lines are straight here, and a kink along a straight line has Fourier coefficients falling as 1/m² in the direction across it. The coefficient of the 1/N² term depends on the offset: for s = (1/2, 1/2) the three families of crossing lines cancel in it, and the error falls as 1/N⁴, which is still a power law. The sum of both bands has an error of 2.2 × 10⁻⁷ meV per spin at N = 24.

If Δ = 0, E has a conical point proportional to −|p|. Scaling p in its two-dimensional Fourier integral gives coefficients of order 1/R³. The corresponding ratio of shifts for N = 12, 24 and 48 is 7.9, close to the 8 of a 1/N³ law. These centred grids contain the conical points. When N is not divisible by 3 the error is still of order 1/N³, but it has the opposite sign and about a quarter of the size, and ratios taken by doubling N scatter widely about 8 at these grid sizes.

### Relation to a real channel

The parameters lie in the rough regime of a tungsten dichalcogenide monolayer, for which a near 0.33 nm, gaps of 1.5 to somewhat over 2 eV and a valence spin splitting near 0.4 eV are typical. The model's valence band is atypically wide: it falls from −0.8 eV at the gap to −√(0.8² + 9 × 1.4²) = −4.3 eV at k = 0. Real monolayers also have several more occupied bands, whose effect on the rate is not sized here. For the largest error over N = 10–12, the model gives 0.025 meV. With the other parameters fixed, the 0.4 eV splitting narrows the direct gap to 1.4 eV and raises this to 0.031 meV. The effect of second-neighbour hopping on the valence sublattice depends on its sign: with the gap held at 1.6 eV and no spin splitting, a matrix element of +0.1 eV lowers the 0.025 meV to 0.022 meV, and one of −0.1 eV raises it to 0.028 meV. Without either addition, a gap of 2.2 eV gives 0.0032 meV. Thermal occupation at 300 K changes the undoped band energy by 2.4 × 10⁻¹³ meV. A conducting channel breaks the assumption of completely filled bands. At N = 14 one grid point has weight 1/196, and the lowest conduction state on the centred grid lies 0.87 eV above midgap, because this grid misses the band edge. Six grid points share this energy. One electron per spin on this grid corresponds to a sheet density near 10¹³ cm⁻² and adds 0.87 eV/196, about 4.4 meV relative to midgap; most of this is the cost of the electron itself, which depends on the energy zero and is not a grid error. With the density fixed at 10¹³ cm⁻² and Fermi occupation at 300 K, the conduction-band energy of the model is in error by 0.17 meV per cell and spin at N = 14, and still by 0.01 meV at N = 30. The 0.001 meV grid found above therefore cannot be carried over to a doped channel.

Further values are listed in the numerical output below.

Computed results

```
lattice constant a = 0.33 nm
gap = 1.6 eV, half gap = 0.8 eV, hopping t = 1.4 eV
delta = half gap / t = 0.5714
exact mean occupied energy = -2.378151626 eV per cell and spin
decay rate gamma = 0.63867 per grid division
decay length a/gamma = 0.5167 nm
error factor per added division = 0.5280
Dirac velocity hbar*v = 0.4001 eV nm
Dirac length hbar*v/half gap = 0.5001 nm
small-gap estimate of gamma = 0.65983
strip half-width from gap alone eta = 0.13353
sup of |E| used in strip bound = 4.6690 eV
strip bound on error at N=24 = 0.8231 eV
shifted N=7 error, direct = -0.01037521 meV
shifted N=7 error, aliasing sum = -0.01037521 meV
N=3: error = 2.3031e+01 meV, envelope = 2.1834e+01 meV
N=6: error = 5.9948e-01 meV, envelope = 8.0346e-01 meV
N=9: error = 2.9981e-02 meV, envelope = 5.2562e-02 meV
N=12: error = 1.7837e-03 meV, envelope = 4.3520e-03 meV
N=15: error = 1.0086e-04 meV, envelope = 4.0997e-04 meV
N=18: error = 3.2647e-06 meV, envelope = 4.1906e-05 meV
N=24: error = -1.3198e-07 meV, envelope = 5.1072e-07 meV
six times first-shell coefficient, N=12 = 1.7745e-03 meV
N=12 error with cancelling offset = -2.4381e-06 meV
cancelling offset s1 = -s2 = 0.19036 grid steps
asymptotic law, worst deviation/envelope, N=40-42: 0.0393
asymptotic law, worst deviation/envelope, N=158-160: 0.0104
same at half gap 0.3 eV, N=158-160: 0.0260
tolerance 1 meV: N = 6 (envelope law 6), k spacing 3.664 1/nm
tolerance 0.001 meV: N = 14 (envelope law 14), k spacing 1.570 1/nm
lowest sorted band: N=24 to 48 shift = 2.1347e-01 meV
lowest sorted band: ratio of successive shifts = 4.014
sum of both spin bands: N=24 error = 2.240e-07 meV per spin
closed gap: ratio of successive shifts = 7.905
largest error N=10-12, base model = 2.5184e-02 meV
same, one spin, valence splitting 0.4 eV = 3.0931e-02 meV
smallest direct gap with that splitting = 1.4000 eV
same, second-neighbour hopping 0.1 eV = 2.2074e-02 meV
same, quasiparticle-like gap 2.2 eV = 3.2340e-03 meV
gamma at gap 2.2 eV = 0.85706
thermal energy kT at 300 K = 0.02585 eV
thermal change of band energy = 2.426e-13 meV
```
